# RKR turning points: endpoint-adapted quadrature and repair of inner-wall ripple

## A case that can be solved by hand

Take a diatomic molecule with reduced mass $\mu$, equally spaced levels and a rotational constant that does not change with vibration. Hartree atomic units are used, so $\hbar=1$. Let $x=v+\tfrac12$, and measure the vibrational energy $G$ from the potential minimum, so that $G(0)=0$. Here $G=\omega x$ and $B=1/(2\mu r_e^2)$.

The Rydberg–Klein–Rees (RKR) method finds the classical turning points $r_-<r_+$ at energy $G(x)$ from two integrals, derived in the next section:

$$f\equiv\frac{r_+-r_-}{2}=\frac{1}{\sqrt{2\mu}}\int_0^x\frac{dx'}{\sqrt{G(x)-G(x')}},$$

$$g\equiv\frac12\left(\frac1{r_-}-\frac1{r_+}\right)=\sqrt{2\mu}\int_0^x\frac{B(x')\,dx'}{\sqrt{G(x)-G(x')}} .$$

The integrands diverge at $x'=x$. Put $x'=x(1-u^2)$. Then $|dx'|=2xu\,du$ and $\sqrt{\omega(x-x')}=u\sqrt{\omega x}$. The factor $u$ cancels, and the integral becomes $\int_0^1 2\sqrt{x/\omega}\,du=2\sqrt{x/\omega}$. The integrand is now constant, so one quadrature node suffices. Hence $f=\sqrt{2x/(\mu\omega)}$ and $g=2\mu Bf=f/r_e^2$.

Since $1/r_--1/r_+=(r_+-r_-)/(r_+r_-)$, we have $g=f/(r_+r_-)$, so here $r_+r_-=r_e^2$. The midpoint $m=(r_++r_-)/2$ obeys $m^2=f^2+r_+r_-$, and therefore

$$r_\pm=\sqrt{f^2+r_e^2}\pm f .$$

Now let $B$ be wrong by a factor $1+\epsilon$. The integral $f$ does not contain $B$ and stays as it was. The product $r_+r_-$ becomes $r_e^2/(1+\epsilon)$. Both turning points therefore move by the same amount, $-\epsilon r_e^2/(2m)$ to first order. An error in $B$ is not an error of the inner wall alone.

## Derivation of the two integrals

Assume a single-well potential $V(r)$ and first-order semiclassical quantization. With $\kappa=J(J+1)$,

$$\int_{r_-}^{r_+}\sqrt{2\mu\left[E-V(r)-\frac{\kappa}{2\mu r^2}\right]}\,dr=\pi x .$$

Differentiate with respect to $E$ at $\kappa=0$. The moving limits contribute nothing, because the integrand vanishes there:

$$\frac{dx}{dE}=\frac{\sqrt{2\mu}}{2\pi}\int_{r_-}^{r_+}\frac{dr}{\sqrt{E-V}} .$$

Next differentiate with respect to $\kappa$ at fixed $x$, with $B=\partial E/\partial\kappa$ at $\kappa=0$. The right side is constant, so

$$\int_{r_-}^{r_+}\frac{B-1/(2\mu r^2)}{\sqrt{E-V}}\,dr=0,\qquad
B\frac{dx}{dE}=\frac{1}{2\pi\sqrt{2\mu}}\int_{r_-}^{r_+}\frac{dr}{r^2\sqrt{E-V}} .$$

Multiply each relation by $1/\sqrt{U-E}$ and integrate over $E$ from 0 to $U=G(x)$. After the order of integration is exchanged, $r$ runs between the turning points at $U$, and $E$ runs from $V(r)$ to $U$. The substitution $E=V+(U-V)\sin^2\theta$ gives

$$\int_V^U\frac{dE}{\sqrt{(U-E)(E-V)}}=\int_0^{\pi/2}2\,d\theta=\pi .$$

The first relation then yields $\int_0^x dx'/\sqrt{G(x)-G(x')}=\tfrac12\sqrt{2\mu}\,(r_+-r_-)$. The second yields $\int_0^x B\,dx'/\sqrt{G(x)-G(x')}=(1/r_--1/r_+)/(2\sqrt{2\mu})$. These are the stated formulas for $f$ and $g$. In general $r_+r_-=f/g$, and

$$r_\pm=m\pm f,\qquad m=\sqrt{f^2+f/g} .$$

At the minimum $f$ and $g$ both vanish, but $f/g\to1/[2\mu B(0)]$, where $B(0)$ belongs to $v=-\tfrac12$.

## Quadrature

For a Dunham polynomial $G=\sum_{j=1}^N Y_jx^j$, define

$$Q(x,x')=\frac{G(x)-G(x')}{x-x'} .$$

Since $x-x'=xu^2$, the substitution used above gives, for any smooth $h$,

$$\int_0^x\frac{h(x')\,dx'}{\sqrt{G(x)-G(x')}}=2\sqrt{x}\int_0^1\frac{h(x(1-u^2))}{\sqrt{Q}}\,du .$$

Computing $Q$ from its definition subtracts nearly equal numbers when $u$ is small. Synthetic division avoids this. Set $b_N=Y_N$ and $b_k=Y_k+xb_{k+1}$; then $Q=\sum_{k=1}^N b_kx'^{\,k-1}$. To see why, multiply this sum by $x'-x$. The coefficient of $x'^k$ is $b_k-xb_{k+1}=Y_k$, and the constant term is $-xb_1=-G(x)$. The product is $G(x')-G(x)$, as required.

The new integrand is even in $u$. Take the $n$ positive nodes of a $2n$-point Gauss–Legendre rule on $[-1,1]$, with their weights. The full rule is exact through degree $4n-1$ in $u$, so the half rule is exact when $h/\sqrt Q$ is a polynomial in $x'$ of degree at most $2n-1$.

For other analytic integrands the nearest singularity sets the rate. In a Morse potential $G=\omega x-\chi x^2$, so $Q=\omega-\chi(x+x')$. This vanishes at $x_s=2x_D-x$, where $x_D=\omega/(2\chi)$ marks dissociation. Mapping $[0,x]$ to $[-1,1]$ sends $x_s$ to $w=2x_s/x-1$. By the standard estimate for polynomial approximation of an analytic function, the error of $f$ falls roughly as

$$\rho^{-2n},\qquad \rho=w+\sqrt{w^2-1},$$

apart from a slowly varying prefactor. As $x\to x_D$, $w\to1$ and $\rho\to1$, so more nodes are needed near dissociation.

Plain Gauss–Legendre quadrature in $x'$ converges slowly. Its last node lies a distance of order $x/n^2$ from the singular end, and an inverse square root integrated over that distance contributes an amount of order $1/n$.

## How an error in B reaches the walls

Let $G$ be correct and let $g$ change by $\delta g$. From $r_+r_-=f/g$ and $m^2=f^2+r_+r_-$,

$$\delta r_+=\delta r_-=\delta m=-\frac{r_+r_-}{r_++r_-}\,\frac{\delta g}{g}$$

to first order. The inner wall shows the damage because it is steep: its turning point moves by $|dr_-/dv|=G'/|V'(r_-)|$ per level, which is small. The wall folds back once the error makes $r_-$ rise faster than this.

**One bad level.** Suppose a cubic spline passes through all $B_v$ and the value at $v_0$ is wrong by $\delta B$. Far from the ends of the data, the spline error is $\delta B\,L(v-v_0)$, where $L$ interpolates 1 at zero and 0 at the other integers. The integer translates of $L$ add up to 1, so $\int L\,dv=1$. Well above $v_0$ the inverse square root varies little across $L$, and

$$\delta g\simeq\frac{\sqrt{2\mu}\,\delta B}{\sqrt{G(v)-G(v_0)}} .$$

This tail decays slowly, and in a well of finite depth $D$ it does not decay to zero, because $G(v)-G(v_0)$ cannot exceed $D-G(v_0)$. In the Morse model below, with $B_{30}$ lowered by 3% and the data extended far enough, the walls are shifted by 0.00267, 0.00193 and $0.00135\,a_0$ at $v=34$, 38 and 49. The rule is off by 17% one level above $v_0$, by 8% two levels above, and by less than 1% from four levels above. For $v\le v_0-1$ the integral meets just the side lobes of the spline. There the knot slopes obey $s_{k-1}+4s_k+s_{k+1}=0$, so they shrink by the factor $2-\sqrt3\approx0.27$ per level. The onset of the damage therefore points to the bad level.

**Oscillating errors.** For $\delta B\propto e^{ikx'}$ with $kx\gg1$, put $t=x-x'$ and use $G(x)-G(x')\simeq G't$ near the upper end. This linearization must hold over $t\sim1/k$, which needs $|G''|\ll kG'$ as well; for a Morse potential that is $k(x_D-x)\gg1$, so the estimate below fails close to dissociation. With $\int_0^\infty t^{-1/2}e^{-ikt}dt=\sqrt{\pi/k}\,e^{-i\pi/4}$, and the lower-end term from one integration by parts,

$$\int_0^x\frac{e^{ikx'}dx'}{\sqrt{G(x)-G(x')}}\simeq\sqrt{\frac{\pi}{kG'(x)}}\,e^{i(kx-\pi/4)}+\frac{i}{k\sqrt{G(x)}} .$$

To leading order the displacement of the wall falls as $k^{-1/2}$. Each derivative with respect to $x$ brings a factor $k$, so the error in slope grows as $k^{1/2}$ and that in curvature as $k^{3/2}$. A wall can look accurate in position and still be unusable in its derivatives.

## Diagnosis and repair

Two signs can be read from the turning points. First, $r_-$ must fall as $v$ rises. Second, on a convex inner wall the chord slopes $\Delta G/\Delta r_-$ must become steadily more negative. A violation shows that something is wrong, but does not say whether $B$ or $G$ is at fault. An error in $G$ also changes $f$, and the repair below would keep that fault.

The bad $B_v$ is sought in the data. Fit $B_v$ by a low-order polynomial with weights $1/\sigma_v^2$, where $\sigma_v$ is the standard error. For each level form the studentized residual $|\text{residual}|/(\sigma_v\sqrt{1-h_v})$. Here $h_v$ is the leverage, the diagonal element of the matrix that maps weighted data to weighted fit. Remove the largest if it exceeds a threshold, refit, and repeat.

An optional second step smooths the wall. Near a quadratic minimum of an analytic potential, the signed root $S=\pm\sqrt V$ is an analytic, invertible function of $r$. Thus $r_-$ is a power series in $\sqrt G$. Its linear coefficient follows from $G\simeq G'(0)x$ and $f\simeq2\sqrt{x/[2\mu G'(0)]}$:

$$r_-\simeq r_e-c\sqrt G,\qquad c=\frac{2}{G'(0)\sqrt{2\mu}} .$$

Fit the constant and the powers $G^{j/2}$, $j=2,\dots,5$, with $c$ held fixed. Then set $r_+=r_-+2f$.

The outer wall must follow because the levels depend on the width $W(V)=r_+-r_-$. Splitting the period integral at the minimum gives

$$\int_{r_-}^{r_+}\frac{dr}{\sqrt{E-V}}=\int_0^E\frac{dW/dV}{\sqrt{E-V}}\,dV .$$

A common shift $s(V)$ of both walls leaves $W$, and hence the first-order $G(v)$, unchanged. It does change $B$.

```
INPUT  Y[1..N], B[v], sigma[v], mu, n
repeat
    fit B(v) by a weighted low-order polynomial
    find the largest studentized residual
    if it exceeds the threshold: drop that level
until no level is dropped
(u, w) = positive half of the 2n-point Gauss-Legendre rule
for each x > 0
    x' = x(1-u^2);  Q = synthetic division of G
    f = 2 sqrt(x) sum(w/sqrt(Q)) / sqrt(2 mu)
    g = 2 sqrt(x) sum(w B(x')/sqrt(Q)) sqrt(2 mu)
    m = sqrt(f^2 + f/g);  r_in = m-f;  r_out = m+f
check that r_in falls and that its chord slopes steepen
optional: fit r_in in powers of sqrt(G), linear term fixed
          r_out = r_in + 2f
```

For $M$ energies the quadrature costs of order $MnN$ operations, plus the evaluation of $B$ at $Mn$ points. If $B$ is a cubic spline, its third derivative jumps at the knots and the geometric convergence of $g$ is lost. One then splits the interval at the knots or takes many nodes.

## A Morse model with one bad level

Take $\mu=10000\,m_e$ and $V=D(1-e^{-a(r-r_e)})^2$ with $D=0.1\,E_h$, $a=0.9\,a_0^{-1}$ and $r_e=4\,a_0$. Then $\omega=a\sqrt{2D/\mu}=4.0249\times10^{-3}\,E_h$, $\chi=a^2/(2\mu)=4.05\times10^{-5}\,E_h$ and $x_D=49.690$.

At $v=38$, $x=38.5$ and $x_s=2(49.690)-38.5=60.88$. Hence $w=2.163$ and $\rho=4.08$, and the predicted fall in the logarithm of the error is $2\ln\rho=2.81$ per node. Between $n=3$ and $n=7$ the computed fall is 2.91 per node. The errors relative to the exact $f=2.41220\,a_0$ are:

| $n$ | Adapted | Plain |
|---:|---:|---:|
| 4 | $4.6\times10^{-6}$ | 0.118 |
| 8 | $4.3\times10^{-11}$ | 0.062 |
| 16 | $2\times10^{-15}$ | 0.032 |

The last adapted value is at the level of rounding.

The data are $B_v$ for $v=0$ to 38, obtained as classical averages of $1/(2\mu r^2)$ over a Morse period. Normal noise of relative size $2\times10^{-4}$ is added, and $B_{30}$ is lowered by 3%.

The tail rule can be followed by hand at $v=38$, without the noise. There $G(38)-G(30)=0.094928-0.085085=0.009843\,E_h$, and $\delta B=-0.03(1.7952\times10^{-6})=-5.386\times10^{-8}\,E_h$. In atomic units,

$$\delta g=-\frac{141.42\times5.386\times10^{-8}}{\sqrt{0.009843}}=-7.68\times10^{-5} .$$

With $r_-=3.2442$ and $r_+=8.0686\,a_0$, the product is $26.176\,a_0^2$, the sum is $11.313\,a_0$, and $g=2.4122/26.176=0.09215\,a_0^{-1}$. The shift is $(26.176/11.313)(7.68\times10^{-5}/0.09215)=0.00193\,a_0$. Full quadrature with 400 nodes gives the same value to this precision. At $v=20$, below the defect, it gives $5\times10^{-9}\,a_0$.

The fold threshold follows from the response to a very small defect, on a grid of 0.05 in $v$ from 25 to 38. It is the smallest ratio of the unperturbed inward step of $r_-$ to the outward step per unit fractional defect. For a lowered $B_{30}$ it is 1.4%, so a 3% defect must fold the wall. The inner turning points, in $a_0$, are:

| $v$ | Exact | Raw spline | B refit |
|---:|---:|---:|---:|
| 28 | 3.28419 | 3.28460 | 3.28441 |
| 29 | 3.27883 | 3.27831 | 3.27905 |
| 30 | 3.27380 | 3.28158 | 3.27401 |
| 31 | 3.26909 | 3.27581 | 3.26930 |
| 38 | 3.24420 | 3.24628 | 3.24435 |

The raw wall turns back between $v=29$ and 30. At $v=30$ its error is $0.0078\,a_0$, and the outer turning point is displaced by the same amount, from 6.8404 to $6.8482\,a_0$. The raw chord slopes violate convexity six times. The bad level is not the sole cause: the defect without noise gives four violations, and the same noise without the defect gives three violations but no fold. The convexity test responds to ordinary scatter in $B_v$ as well.

A weighted polynomial of degree 7, with a threshold of 5, flags $v=30$ and no other level; its studentized residual is 141. Degrees 4, 5, 6 and 9 flag the same single level. The degree must be high enough to describe the true $B_v$ within the noise: degree 3 also discards the good levels 35 to 38, and degree 7 applied to defect-free data reaching $v=47$, close to dissociation, discards 45 to 47. After the refit there is no fold and no convexity violation at the level spacing. The largest inner-wall error over all levels falls from 0.0078 to $0.00028\,a_0$. Smoothing in $\sqrt G$ then gives $0.00026\,a_0$, or 0.014 pm, so for the size of the error the refit does nearly all the work. These figures belong to one draw of the noise. Over 200 other draws $v=30$ is always the only level flagged, the largest wall error after the refit has a median of 0.0003 and reaches $0.0014\,a_0$, and in 54 draws the refit wall still violates convexity; smoothing removes the violation in all of them. The refit is not better everywhere: at $v=0$ its error is $-0.00028\,a_0$, against $+0.00007\,a_0$ for the raw spline.

Smoothing the raw wall without removing the bad level leaves an error of $0.0036\,a_0$ for $v\ge28$, compared with $0.00025\,a_0$ after the full repair. A smooth wall can still be a displaced wall.

The repaired curve also has to reproduce the data quantum mechanically. The radial Schrödinger equation was solved in a sinc basis with spacing $0.03\,a_0$, after the curve had been continued smoothly beyond its top turning points. For $v\le33$ the levels differ from $G(v)$ by at most $3.4\times10^{-7}\,E_h$, or $0.075\ \mathrm{cm^{-1}}$. Only the first digit is meaningful: another continuation beyond the top turning points, with a finer grid, gives $2.7\times10^{-7}\,E_h$. This closeness belongs to the example. The width $2f$ was built from the exact $G$, and for a Morse potential at $J=0$ first-order quantization already gives the quantum levels (the same solver reproduces $\omega x-\chi x^2$ on the exact Morse curve within $10^{-7}\,E_h$). The level check therefore shows that the width was kept; it is only a weak test of the repair of $B$ (the smoothed raw wall, with the bad level left in, still gives levels within $1.1\times10^{-6}\,E_h$), and for other potentials higher-order semiclassical corrections add to the error. The observed $B_{30}$ lies 3.02% below $\langle r^{-2}\rangle/(2\mu)$ on this curve; the other observed values up to $v=33$ agree within 0.035%.

The same solver shows why the width must be kept. Shift the exact Morse walls by $0.02\,a_0\times G/G(38)$. When both walls move, the levels up to $v=33$ change by at most $8\times10^{-7}\,E_h$, while $B_{30}$ falls by 1.1%. When the inner wall moves alone, the largest level error is $2.6\times10^{-4}\,E_h$.

## Where the scheme fails

The inversion assumes one well and one potential for all levels. If a flagged $B_v$ is a correct measurement of a level mixed with another electronic state, removing it gives a smooth effective curve, but that curve cannot describe the mixing. If many neighbouring levels are affected, the low-order fit may follow them and flag none, or flag good levels instead. In the Morse data, a Gaussian dip of 3% centred on $v=25$ goes unflagged when its standard deviation is 8 levels; when it is 4 levels, the dip is kept and the good levels 0 to 8 and 35 to 38 are removed.

The polynomials for $G$ and $B$ must also be extrapolated to $v=-\tfrac12$, and an error there enters every turning point. Finally, the smoothing step fixes just the linear term in $\sqrt G$. The higher odd terms of the fitted $r_-$ need not match those of $-f$, so the two walls may join at the minimum with a fault in the higher derivatives. Even when the exact Morse wall of the example is fitted at the 39 levels, the coefficient of $(G/D)^{3/2}$ comes out as $-0.322\,a_0$ instead of $-1/(3a)=-0.370\,a_0$. Constraining further odd terms has a price: fixing this coefficient at $-1/(3a)$ within the same powers raises the largest wall error of that fit from $1.3\times10^{-5}$ to $1.1\times10^{-4}\,a_0$.
